# The average exchange parameter J of p and f shells: verification in Python

```python
"""Average exchange parameter J of an atomic shell with angular momentum l.

Result under test: J = (2l+1)/(2l) * sum_{k=2,4..2l} (l k l;0 0 0)^2 F^k,
  p shell: J = F2/5,  f shell: J = (286 F2 + 195 F4 + 250 F6)/6435.
Definitions: U   = mean of U_mm' over all m, m'
             U-J = mean of (U_mm' - J_mm') over m != m'
  U_mm' = <m m'|V|m m'>, J_mm' = <m m'|V|m' m>, V = 1/r12.
F^k: Slater integrals of the common radial function R(r).
c^k(m,m') = sqrt(4 pi/(2k+1)) * integral of Y*_lm Y_k,m-m' Y_lm'.
Model shells: R proportional to r^l exp(-a r^2).
"""
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from sympy.physics.wigner import wigner_3j
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import lpmv
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
EXPONENT = 1.0  # a, in bohr^-2
NODES, WEIGHTS = np.polynomial.legendre.leggauss(24)


def polar_part(l, m):
    """Spherical harmonic Y_lm at azimuth zero, on the quadrature nodes."""
    n = abs(m)
    norm = sqrt((2*l + 1)/(4*pi)*factorial(l - n)/factorial(l + n))
    sign = (-1)**n if m < 0 else 1
    return sign*norm*lpmv(n, l, NODES)


def angular_table(l, k):
    """c^k(m,m') by quadrature, with m and m' running from l down to -l."""
    ms = range(l, -l - 1, -1)
    table = np.zeros((2*l + 1, 2*l + 1))
    for i, m in enumerate(ms):
        for j, mp in enumerate(ms):
            if abs(m - mp) <= k:
                f = polar_part(l, m)*polar_part(k, m - mp)*polar_part(l, mp)
                table[i, j] = sqrt(4*pi/(2*k + 1))*2*pi*np.dot(WEIGHTS, f)
    return table


def off_diagonal_mean(matrix):
    n = len(matrix)
    return (matrix.sum() - np.trace(matrix))/(n*(n - 1))


def averages(direct, exchange):
    """U and J straight from their definitions."""
    u = direct.mean()
    return u, u - off_diagonal_mean(direct - exchange)


def slater_integral(l, k, a):
    """F^k in hartree by nested radial quadrature."""
    rmax = 8/sqrt(a)
    density = lambda r: r**(2*l + 2)*np.exp(-2*a*r*r)
    norm = quad(density, 0, rmax, epsabs=1e-13, epsrel=1e-12)[0]

    def outer(r):
        inner = quad(lambda s: (s/r)**k*density(s), 0, r,
                     epsabs=1e-14, epsrel=1e-11)[0]
        return density(r)*inner/r
    total = quad(outer, 0, rmax, epsabs=1e-12, epsrel=1e-10, limit=100)[0]
    return 2*total/norm**2


def triplet_levels(eri):
    """Levels of two same-spin electrons, as (energy, degeneracy)."""
    n = len(eri)
    pairs = [(i, j) for i in range(n) for j in range(i + 1, n)]
    h = np.array([[eri[i, p, j, q] - eri[i, q, j, p] for p, q in pairs]
                  for i, j in pairs])
    energies = np.linalg.eigvalsh(h)
    cuts = np.where(np.diff(energies) > 1e-6)[0] + 1
    return [(g.mean(), len(g)) for g in np.split(energies, cuts)]


x = sp.symbols("x")
target = {1: {2: sp.Rational(1, 5)},
          3: {2: sp.Rational(286, 6435), 4: sp.Rational(195, 6435),
              6: sp.Rational(250, 6435)}}
denominator = {(1, 2): 25, (3, 2): 225, (3, 4): 1089,
               (3, 6): sp.Rational(184041, 25)}
expected_degeneracies = {1: [3], 3: [3, 7, 11]}

for l, name in ((1, "p"), (3, "f")):
    size = 2*l + 1
    ms = range(l, -l - 1, -1)
    tables, coefficient = {}, {}
    closure = sp.Integer(0)
    for k in range(0, 2*l + 1, 2):
        zero_symbol = wigner_3j(l, k, l, 0, 0, 0)
        square = sp.nsimplify(zero_symbol**2)
        closure += (2*k + 1)*square
        legendre = sp.integrate(sp.expand(
            sp.legendre(l, x)**2*sp.legendre(k, x)), (x, -1, 1))/2
        assert sp.simplify(legendre - square) == 0
        symbols = [[wigner_3j(l, k, l, -m, m - mp, mp) for mp in ms]
                   for m in ms]
        assert sp.simplify(sum(s**2 for row in symbols for s in row) - 1) == 0
        from_3j = np.array([[(-1)**abs(m)*size*float(zero_symbol)*float(s)
                             for s in row] for m, row in zip(ms, symbols)])
        tables[k] = angular_table(l, k)
        assert np.allclose(tables[k], from_3j, atol=1e-12)
        if k == 0:
            continue
        c = tables[k]
        assert abs(np.trace(c)) < 1e-12
        coefficient[k] = sp.Rational(size, 2*l)*square
        assert coefficient[k] == target[l][k]
        u_part, j_part = averages(np.outer(np.diag(c), np.diag(c)), c**2)
        assert abs(u_part) < 1e-12
        assert abs(j_part - float(coefficient[k])) < 1e-12
        den = denominator[l, k]
        scaled_diag = np.diag(c)*sqrt(float(den))
        scaled = c**2*float(den)
        assert np.allclose(scaled_diag, np.rint(scaled_diag), atol=1e-9)
        assert np.allclose(scaled, np.rint(scaled), atol=1e-9)
        print(f"{name} k={k}: (l k l;000)^2 = {square}, "
              f"coefficient of F{k} in J = {coefficient[k]}, "
              f"direct sum {j_part:.8f}")
        print(f"  c(m,m)*sqrt(D), m={l}..{-l}, D={den}:",
              *np.rint(scaled_diag).astype(int))
        for m in range(l, -1, -1):
            row = np.rint(scaled[l - m]).astype(int)
            print(f"  D*c(m,m')^2, m={m}, m'={l}..{-l}:", *row,
                  "| row sum", row.sum())
    assert closure == 1

    F = {k: slater_integral(l, k, EXPONENT) for k in tables}
    J_formula = sum(float(coefficient[k])*F[k] for k in coefficient)

    # Four-index integrals over real Gaussian orbitals, no multipoles used.
    mol = gto.M(atom="H 0 0 0", basis={"H": [[l, [EXPONENT, 1.0]]]},
                spin=1, verbose=0)
    assert np.allclose(mol.intor("int1e_ovlp_sph"), np.eye(size), atol=1e-10)
    eri = mol.intor("int2e_sph").reshape((size,)*4)
    direct_real = np.einsum("iijj->ij", eri)
    exchange_real = np.einsum("ijji->ij", eri)
    U_sum, J_sum = averages(direct_real, exchange_real)
    assert abs(U_sum - F[0]) < 1e-8
    assert abs(J_sum - J_formula) < 1e-8

    exchange_complex = sum(F[k]*tables[k]**2 for k in tables)
    mean_real = off_diagonal_mean(exchange_real)
    mean_complex = off_diagonal_mean(exchange_complex)
    assert abs(mean_real - mean_complex) > 1e-4
    if l == 1:
        assert abs(mean_real - 3*F[2]/25) < 1e-8
        assert abs(mean_complex - 4*F[2]/25) < 1e-8

    levels = triplet_levels(eri)
    assert sorted(g for _, g in levels) == expected_degeneracies[l]
    weighted = sum(e*g for e, g in levels)/sum(g for _, g in levels)
    assert abs(weighted - (F[0] - J_formula)) < 1e-8

    print(f"{name} model shell, a = {EXPONENT:.1f} bohr^-2:",
          ", ".join(f"F{k} = {F[k]*HARTREE_EV:.4f} eV" for k in F))
    print("  shares of J:", ", ".join(
        f"F{k} term {float(coefficient[k])*F[k]*HARTREE_EV:.4f} eV"
        for k in coefficient))
    print(f"  J from formula = {J_formula*HARTREE_EV:.4f} eV "
          f"= {J_formula:.6f} hartree")
    print(f"  direct sum of orbital integrals: U = {U_sum*HARTREE_EV:.4f} eV, "
          f"J = {J_sum*HARTREE_EV:.4f} eV")
    print(f"  U - J = {(U_sum - J_sum)*HARTREE_EV:.4f} eV")
    print(f"  mean exchange over m != m': real {mean_real*HARTREE_EV:.4f} eV, "
          f"complex {mean_complex*HARTREE_EV:.4f} eV")
    print("  triplet levels:", ", ".join(
        f"{e*HARTREE_EV:.4f} eV (x{g})" for e, g in levels),
        f"; weighted mean {weighted*HARTREE_EV:.4f} eV")

print("tests ok")
```

Printed output:

```
p k=2: (l k l;000)^2 = 2/15, coefficient of F2 in J = 1/5, direct sum 0.20000000
  c(m,m)*sqrt(D), m=1..-1, D=25: -1 2 -1
  D*c(m,m')^2, m=1, m'=1..-1: 1 3 6 | row sum 10
  D*c(m,m')^2, m=0, m'=1..-1: 3 4 3 | row sum 10
p model shell, a = 1.0 bohr^-2: F0 = 23.0286 eV, F2 = 12.7937 eV
  shares of J: F2 term 2.5587 eV
  J from formula = 2.5587 eV = 0.094032 hartree
  direct sum of orbital integrals: U = 23.0286 eV, J = 2.5587 eV
  U - J = 20.4698 eV
  mean exchange over m != m': real 1.5352 eV, complex 2.0470 eV
  triplet levels: 20.4698 eV (x3) ; weighted mean 20.4698 eV
f k=2: (l k l;000)^2 = 4/105, coefficient of F2 in J = 2/45, direct sum 0.04444444
  c(m,m)*sqrt(D), m=3..-3, D=225: -5 0 3 4 3 0 -5
  D*c(m,m')^2, m=3, m'=3..-3: 25 25 10 0 0 0 0 | row sum 60
  D*c(m,m')^2, m=2, m'=3..-3: 25 0 15 20 0 0 0 | row sum 60
  D*c(m,m')^2, m=1, m'=3..-3: 10 15 9 2 24 0 0 | row sum 60
  D*c(m,m')^2, m=0, m'=3..-3: 0 20 2 16 2 20 0 | row sum 60
f k=4: (l k l;000)^2 = 2/77, coefficient of F4 in J = 1/33, direct sum 0.03030303
  c(m,m)*sqrt(D), m=3..-3, D=1089: 3 -7 1 6 1 -7 3
  D*c(m,m')^2, m=3, m'=3..-3: 9 30 54 63 42 0 0 | row sum 198
  D*c(m,m')^2, m=2, m'=3..-3: 30 49 32 3 14 70 0 | row sum 198
  D*c(m,m')^2, m=1, m'=3..-3: 54 32 1 15 40 14 42 | row sum 198
  D*c(m,m')^2, m=0, m'=3..-3: 63 3 15 36 15 3 63 | row sum 198
f k=6: (l k l;000)^2 = 100/3003, coefficient of F6 in J = 50/1287, direct sum 0.03885004
  c(m,m)*sqrt(D), m=3..-3, D=184041/25: -1 6 -15 20 -15 6 -1
  D*c(m,m')^2, m=3, m'=3..-3: 1 7 28 84 210 462 924 | row sum 1716
  D*c(m,m')^2, m=2, m'=3..-3: 7 36 105 224 378 504 462 | row sum 1716
  D*c(m,m')^2, m=1, m'=3..-3: 28 105 225 350 420 378 210 | row sum 1716
  D*c(m,m')^2, m=0, m'=3..-3: 84 224 350 400 350 224 84 | row sum 1716
f model shell, a = 1.0 bohr^-2: F0 = 17.0110 eV, F2 = 10.8152 eV, F4 = 7.6899 eV, F6 = 5.8805 eV
  shares of J: F2 term 0.4807 eV, F4 term 0.2330 eV, F6 term 0.2285 eV
  J from formula = 0.9422 eV = 0.034624 hartree
  direct sum of orbital integrals: U = 17.0110 eV, J = 0.9422 eV
  U - J = 16.0688 eV
  mean exchange over m != m': real 0.7215 eV, complex 0.8026 eV
  triplet levels: 15.4388 eV (x11), 16.0688 eV (x7), 18.3790 eV (x3) ; weighted mean 16.0688 eV
tests ok
```
